# Langevin Function and Orientational Polarizability of a Freely Rotating Dipole: a program that tests the result

```python
"""
Result under test: a freely rotating classical dipole mu in a static field E
at temperature T has mean component mu*L(x) along the field, where
x = mu*E/(k_B*T) and L(x) = coth(x) - 1/x. Its zero-field slope is the
orientational polarizability alpha = mu^2/(3*k_B*T).
theta: angle between dipole and field; u = cos(theta).
b = hbar^2/(2*I*k_B*T): rotational constant over thermal energy, I being the
moment of inertia of a linear rotor.
Averages from the Boltzmann definition are compared with the closed forms.
"""
import numpy as np
from scipy.constants import k as k_B, epsilon_0, pi

nodes, node_weights = np.polynomial.legendre.leggauss(80)
theta = 0.5 * pi * (nodes + 1.0)
d_theta = 0.5 * pi * node_weights
u = np.cos(theta)


def langevin(x):
    return 1.0 / np.tanh(x) - 1.0 / x


def partition(x):
    """Orientational partition function by quadrature over solid angle."""
    return 2 * pi * np.sum(d_theta * np.sin(theta) * np.exp(x * u))


def average(values, x):
    """Boltzmann average by quadrature over solid angle."""
    weight = d_theta * np.sin(theta) * np.exp(x * u)
    return np.sum(weight * values) / np.sum(weight)


def phase_space_mean(x):
    """Mean of u from the full rotor Hamiltonian, with I = k_B*T = 1."""
    t_nodes, t_weights = np.polynomial.legendre.leggauss(40)
    angle = 0.5 * pi * (t_nodes + 1.0)
    p = np.linspace(-10.0, 10.0, 20001)
    step = p[1] - p[0]
    p_theta_integral = np.sum(np.exp(-p**2 / 2)) * step
    p_phi_integral = np.array(
        [np.sum(np.exp(-p**2 / (2 * np.sin(a)**2))) * step for a in angle])
    momentum_integral = p_theta_integral * p_phi_integral
    assert np.allclose(momentum_integral, 2 * pi * np.sin(angle), rtol=1e-9)
    weight = t_weights * momentum_integral * np.exp(x * np.cos(angle))
    return np.sum(weight * np.cos(angle)) / np.sum(weight)


def quantum_mean(b, x):
    """Thermal mean of u for a quantum linear rotor, by diagonalization."""
    j_max = int(6 / np.sqrt(b)) + 5
    total, z = 0.0, 0.0
    for m in range(j_max + 1):
        j = np.arange(m, j_max + 1)
        low = j[:-1]
        coupling = np.sqrt(((low + 1)**2 - m**2)
                           / ((2 * low + 1) * (2 * low + 3)))
        cosine = np.diag(coupling, 1) + np.diag(coupling, -1)
        energy, states = np.linalg.eigh(np.diag(b * j * (j + 1.0))
                                        - x * cosine)
        degeneracy = 1 if m == 0 else 2
        boltzmann = degeneracy * np.exp(-energy)
        expectation = np.sum(states * (cosine @ states), axis=0)
        total += np.sum(boltzmann * expectation)
        z += np.sum(boltzmann)
    return total / z


# Closed forms, bounds and differential relations against quadrature.
h = 1e-4
for x in (0.05, 0.3, 1.0, 3.0, 10.0):
    mean = average(u, x)
    assert np.isclose(partition(x), 4 * pi * np.sinh(x) / x, rtol=1e-11)
    assert np.isclose(mean, langevin(x), rtol=1e-10)
    log_slope = (np.log(partition(x + h)) - np.log(partition(x - h))) / (2 * h)
    assert abs(log_slope - mean) < 1e-7
    assert x / 3 - x**3 / 45 < mean < x / 3
    slope = (average(u, x + h) - average(u, x - h)) / (2 * h)
    assert abs(slope - (average(u**2, x) - mean**2)) < 1e-7
    product_slope = ((x + h)**2 * average(u, x + h)
                     - (x - h)**2 * average(u, x - h)) / (2 * h)
    assert abs(product_slope - x**2 * (1 - mean**2)) < 1e-6
assert np.isclose(average(u**2, 0.0), 1 / 3, rtol=1e-12)

# Momentum integration leads to the solid-angle measure.
for x in (0.3, 3.0):
    assert np.isclose(phase_space_mean(x), langevin(x), rtol=1e-8)

# Worked example with round model parameters.
mu = 6.0e-30
T = 300.0
T_hot = 400.0
E = 1.0e8
N = 1.0e26
x_ex = mu * E / (k_B * T)
L_ex = langevin(x_ex)
alpha = mu**2 / (3 * k_B * T)
alpha_hot = mu**2 / (3 * k_B * T_hot)
volume_A3 = alpha / (4 * pi * epsilon_0) * 1e30
linear_excess = 1 - L_ex / (x_ex / 3)
excess_bound = x_ex**2 / 15
assert 0 < linear_excess < excess_bound

# Polarizability from the definition: slope of the mean dipole at zero field.
dE = 1.0e5
for temperature, formula in ((T, alpha), (T_hot, alpha_hot)):
    dx = mu * dE / (k_B * temperature)
    slope = mu * (average(u, dx) - average(u, -dx)) / (2 * dE)
    assert np.isclose(slope, formula, rtol=1e-7)

# Fraction of dipoles with a positive component along the field.
half_theta = 0.25 * pi * (nodes + 1.0)
half_weight = 0.25 * pi * node_weights
forward = 2 * pi * np.sum(half_weight * np.sin(half_theta)
                          * np.exp(x_ex * np.cos(half_theta)))
forward_fraction = forward / partition(x_ex)
assert np.isclose(forward_fraction, 1 / (1 + np.exp(-x_ex)), rtol=1e-10)

# Dielectric constant from D = eps0*E + P with P from the Boltzmann average.
delta_eps = N * alpha / epsilon_0
P_small = N * mu * average(u, mu * dE / (k_B * T))
eps_from_D = (epsilon_0 * dE + P_small) / (epsilon_0 * dE)
assert np.isclose(eps_from_D - 1, delta_eps, rtol=1e-6)

# The quantum rotor approaches the classical mean as b becomes small.
b_values = (1.0, 0.1, 0.01)
ratios = [quantum_mean(b, x_ex) / L_ex for b in b_values]
deviations = [abs(1 - r) for r in ratios]
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 0.01

print("Model inputs")
print(f"dipole mu = {mu:.2e} C m")
print(f"temperature T = {T:.0f} K")
print(f"field E = {E:.2e} V/m")
print(f"number density N = {N:.2e} m^-3")
print("Alignment")
print(f"thermal energy k_B T = {k_B * T:.4e} J")
print(f"dipole energy mu E = {mu * E:.4e} J")
print(f"x = mu E/(k_B T) = {x_ex:.5f} (no unit)")
print(f"L(x) = {L_ex:.6f} (no unit)")
print(f"x/3 = {x_ex / 3:.6f} (no unit)")
print(f"mean dipole, full law = {mu * L_ex:.5e} C m")
print(f"mean dipole, linear law = {alpha * E:.5e} C m")
print(f"1 - L/(x/3) = {100 * linear_excess:.4f} percent")
print(f"bound x^2/15 = {100 * excess_bound:.4f} percent")
print(f"forward-hemisphere fraction = {forward_fraction:.4f} (no unit)")
print(f"field at which x = 1: {k_B * T / mu:.3e} V/m")
print("Polarizability")
print(f"alpha at {T:.0f} K = {alpha:.4e} C m^2/V")
print(f"alpha/(4 pi eps0) at {T:.0f} K = {volume_A3:.3f} angstrom^3")
print(f"alpha at {T_hot:.0f} K = {alpha_hot:.4e} C m^2/V")
print(f"eps_r - 1 at {T:.0f} K = {delta_eps:.5f} (no unit)")
print("Langevin function (no unit)")
for x in (0.1, 0.5, 1.0, 3.0, 10.0):
    print(f"x = {x:4.1f}: L = {langevin(x):.5f}, x/3 = {x / 3:.5f}")
print("Quantum mean over classical mean at the example x (no unit)")
for b, ratio in zip(b_values, ratios):
    print(f"b = {b:.2f}: ratio = {ratio:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
Model inputs
dipole mu = 6.00e-30 C m
temperature T = 300 K
field E = 1.00e+08 V/m
number density N = 1.00e+26 m^-3
Alignment
thermal energy k_B T = 4.1419e-21 J
dipole energy mu E = 6.0000e-22 J
x = mu E/(k_B T) = 0.14486 (no unit)
L(x) = 0.048219 (no unit)
x/3 = 0.048286 (no unit)
mean dipole, full law = 2.89314e-31 C m
mean dipole, linear law = 2.89719e-31 C m
1 - L/(x/3) = 0.1396 percent
bound x^2/15 = 0.1399 percent
forward-hemisphere fraction = 0.5362 (no unit)
field at which x = 1: 6.903e+08 V/m
Polarizability
alpha at 300 K = 2.8972e-39 C m^2/V
alpha/(4 pi eps0) at 300 K = 26.039 angstrom^3
alpha at 400 K = 2.1729e-39 C m^2/V
eps_r - 1 at 300 K = 0.03272 (no unit)
Langevin function (no unit)
x =  0.1: L = 0.03331, x/3 = 0.03333
x =  0.5: L = 0.16395, x/3 = 0.16667
x =  1.0: L = 0.31304, x/3 = 0.33333
x =  3.0: L = 0.67164, x/3 = 1.00000
x = 10.0: L = 0.90000, x/3 = 3.33333
Quantum mean over classical mean at the example x (no unit)
b = 1.00: ratio = 0.70532
b = 0.10: ratio = 0.96715
b = 0.01: ratio = 0.99668
ALL CHECKS PASSED
```
